# Second-layer nucleation on a circular island with an uphill adatom current: a numerical check

```python
"""Second-layer nucleation on a circular island with atoms climbing its edge.

Result under test: for a strong edge barrier and rare events the dimer rate is
    omega = A**2 * tau,  A = pi R^2 F + 2 pi R j,  tau = R/(2 v),
so a gross uphill current j multiplies it by (1 + 2 j/(F R))**2.

R island radius, F deposition flux per area, j fresh atoms entering per edge
length and time, D diffusion constant, v edge escape velocity (outflow = v n),
A total arrival rate, tau residence time of one adatom on the island.
"""
import numpy as np
from scipy import constants as const

pi = np.pi


# ---------- radial diffusion problem, solved by finite volumes ----------
def radial_density(R, D, v, F, j, cells=400):
    h = R / cells
    r = (np.arange(cells) + 0.5) * h
    area = 2 * pi * r * h
    M = np.zeros((cells, cells))
    for k in range(1, cells):
        c = D * 2 * pi * (k * h) / h
        M[k, k] += c
        M[k - 1, k - 1] += c
        M[k, k - 1] -= c
        M[k - 1, k] -= c
    half = 2 * D / h
    M[-1, -1] += 2 * pi * R * v * half / (v + half)
    source = F * area
    source[-1] += 2 * pi * R * j * half / (v + half)
    n = np.linalg.solve(M, source)
    return r, n, np.sum(n * area)


Rt, Dt, vt, Ft, jt = 1.3, 0.7, 0.9, 1.1, 0.6
r, n, _ = radial_density(Rt, Dt, vt, Ft, jt)
n_formula = (Ft * Rt / 2 + jt) / vt + Ft * (Rt**2 - r**2) / (4 * Dt)
assert np.max(np.abs(n / n_formula - 1)) < 1e-4
tau_deposited = radial_density(Rt, Dt, vt, 1, 0)[2] / (pi * Rt**2)
tau_edge = radial_density(Rt, Dt, vt, 0, 1)[2] / (2 * pi * Rt)
assert abs(tau_deposited / (Rt / (2 * vt) + Rt**2 / (8 * Dt)) - 1) < 1e-4
assert abs(tau_edge / (Rt / (2 * vt)) - 1) < 1e-4

# ---------- two adatoms on a lattice disc, all pair positions kept ----------
sites = [(x, y) for x in range(-4, 5) for y in range(-4, 5)
         if x * x + y * y <= 16]
index = {s: i for i, s in enumerate(sites)}
N = len(sites)
hops = np.zeros((N, N))
broken = np.zeros(N)          # number of bonds of a site that cross the edge
for (x, y), i in index.items():
    for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        k = index.get((x + dx, y + dy))
        if k is None:
            broken[i] += 1
        else:
            hops[i, k] += 1
edge_entry = broken / broken.sum()
xy = np.array(sites)
distance = np.abs(xy[:, None, :] - xy[None, :, :]).sum(axis=2)
contact = (distance <= 1).ravel()


class Disc:
    """Hop rate 1 per inner bond, barrier_ratio per edge bond.
    A descended atom re-enters at the edge with probability back."""

    def __init__(self, barrier_ratio, back=0.0):
        escape = barrier_ratio * broken
        Q = hops - np.diag(hops.sum(axis=1) + escape)
        Q = Q + back * np.outer(escape, edge_entry)
        one = np.eye(N)
        G = np.kron(Q, one) + np.kron(one, Q)
        free = ~contact
        meet = np.ones(N * N)
        rhs = -G[np.ix_(free, contact)].sum(axis=1)
        meet[free] = np.linalg.solve(G[np.ix_(free, free)], rhs)
        self.Q = Q
        self.meet = meet.reshape(N, N)

    def rate(self, arrivals):
        """Dimer rate to second order in the arrival rates per site."""
        occupation = np.linalg.solve(-self.Q.T, arrivals)
        return occupation @ self.meet @ arrivals

    def factor(self, extra, entry=edge_entry):
        """Rate ratio; extra = edge arrivals / deposited arrivals."""
        flat = np.ones(N)
        return self.rate(flat + extra * N * entry) / self.rate(flat)


no_barrier, medium, strong = Disc(1.0), Disc(1e-3), Disc(1e-4)
extra_test = 1.0
square = (1 + extra_test)**2
f_none = no_barrier.factor(extra_test)
f_medium = medium.factor(extra_test)
f_strong = strong.factor(extra_test)
assert abs(f_strong / square - 1) < 2e-3
assert 8 < (f_medium - square) / (f_strong - square) < 12
assert f_none < 0.8 * square

tau_lattice = N / (1e-4 * broken.sum())
absolute = strong.rate(np.ones(N)) / (N**2 * tau_lattice)
assert abs(absolute - 1) < 5e-3

one_site = np.zeros(N)
one_site[index[(4, 0)]] = 1.0
f_one_site = strong.factor(extra_test, one_site)
assert abs(f_one_site / square - 1) < 5e-3

back_test = 0.3
gain_back = Disc(1e-4, back_test).rate(np.ones(N)) / strong.rate(np.ones(N))
assert abs(gain_back * (1 - back_test) - 1) < 5e-3


# ---------- finite occupancy: chain with up to six adatoms ----------
def chain_rate(A, tau, meeting_rate, top=6):
    M = np.zeros((top + 1, top + 1))
    for m in range(top + 1):
        up = A if m < top else 0.0
        down = m / tau
        M[m, m] = -(up + down + meeting_rate * m * (m - 1) / 2)
        if m < top:
            M[m, m + 1] = up
        if m > 0:
            M[m, m - 1] = down
    return 1 / np.linalg.solve(-M, np.ones(top + 1))[0]


for A_test in (0.01, 0.3, 2.0):
    expected = A_test**2 / (1 + 2 * A_test)
    assert abs(chain_rate(A_test, 1.0, 1e6) / expected - 1) < 1e-4

# ---------- worked example: rough Pt(111)-like parameters ----------
T = 300.0                 # K
attempt = 5e12            # 1/s
E_diff = 0.26             # eV
E_edge = 0.20             # eV, extra barrier at the edge
E_bond = 0.50             # eV, rough binding of a dimer or to a step
a = 0.277                 # nm
F_ML = 0.01               # ML/s
R = 5.0                   # nm
R_capture = 15.0          # nm
j = 0.2                   # atoms/(nm s), what-if input
kT = const.k * T / const.e
site_area = np.sqrt(3) / 2 * a**2
F = F_ML / site_area
hop = attempt * np.exp(-E_diff / kT)
D = hop * a**2 / 4
v = D / a * np.exp(-E_edge / kT)
tau = R / (2 * v)
A_dep = pi * R**2 * F
A_climb = 2 * pi * R * j
A_all = A_dep + A_climb
extra = 2 * j / (F * R)
factor = (1 + extra)**2
rate_0 = A_dep**2 * tau
rate_j = A_all**2 * tau
strength = v * R / D
assert strength < 0.05 and A_all * tau < 0.05

occupancy_change = (chain_rate(A_all, tau, 1e6 / tau)
                    / chain_rate(A_dep, tau, 1e6 / tau) / factor - 1)
same_barrier = Disc(2 * pi * strength / broken.sum())
barrier_change = same_barrier.factor(extra) / factor - 1
supply = F * (R_capture**2 - R**2) / (2 * R)
climb_fraction = j / supply
reentry_change = 1 / (1 - climb_fraction) - 1
k_break = attempt * np.exp(-(E_diff + E_bond) / kT)
survive_0 = A_dep / (A_dep + k_break)
survive_j = A_all / (A_all + k_break)
break_change = survive_j / survive_0 - 1
j_thermal = attempt * np.exp(-(E_diff + E_edge + E_bond) / kT) / a
growth_speed = F * site_area * R_capture**2 / (2 * R)
growth_change = growth_speed * tau / R


def show(label, value, unit=""):
    print(f"{label}: {value:.4g} {unit}".rstrip())


print("TESTS ON THE LATTICE DISC")
show("sites on disc", N)
show("edge arrivals / deposited arrivals", extra_test)
show("predicted factor", square)
print(f"factor, edge/inner hop ratio 1e-4: {f_strong:.5f}")
print(f"factor, edge/inner hop ratio 1e-3: {f_medium:.5f}")
print(f"factor, no edge barrier: {f_none:.3f}")
print(f"factor, all climbers at one edge site, 1e-4: {f_one_site:.5f}")
print(f"lattice rate / (A^2 tau), 1e-4: {absolute:.5f}")
print(f"rate gain for re-entry probability {back_test}: {gain_back:.4f}")
print(f"1/(1-f) for the same probability: {1 / (1 - back_test):.4f}")
print("EXAMPLE INPUTS (rough, Pt(111)-like)")
show("temperature", T, "K")
show("attempt frequency", attempt, "1/s")
show("diffusion barrier", E_diff, "eV")
show("extra edge barrier", E_edge, "eV")
show("dimer or step binding", E_bond, "eV")
show("lattice spacing", a, "nm")
show("deposition flux", F_ML, "ML/s")
show("island radius", R, "nm")
show("capture-zone radius", R_capture, "nm")
show("uphill current j", j, "atoms/(nm s)")
print("EXAMPLE RESULTS")
show("kT", kT, "eV")
show("site area", site_area, "nm^2")
show("flux F", F, "atoms/(nm^2 s)")
show("diffusion constant D", D, "nm^2/s")
show("edge velocity v", v, "nm/s")
show("residence time tau", tau, "s")
show("barrier parameter vR/D", strength)
show("deposited arrivals", A_dep, "1/s")
show("climbing arrivals", A_climb, "1/s")
show("mean occupation A*tau with j", A_all * tau)
show("2j/(FR)", extra)
show("enhancement factor", factor)
show("dimer rate without j", rate_0, "1/s")
show("dimer rate with j", rate_j, "1/s")
show("j for factor 4", F * R / 2, "atoms/(nm s)")
show("factor at twice the radius, same j", (1 + j / (F * R))**2)
print("NEGLECTED EFFECTS")
show("factor change, finite occupancy", 100 * occupancy_change, "%")
show("factor change, finite barrier (small disc)", 100 * barrier_change, "%")
show("supply from lower terrace", supply, "atoms/(nm s)")
show("fraction that must climb", climb_fraction)
show("rate change if descended atoms re-enter", 100 * reentry_change, "%")
show("dimer break-up rate", k_break, "1/s")
show("factor change, break-up (upper estimate)", 100 * break_change, "%")
show("thermal climbing, upper estimate", j_thermal, "atoms/(nm s)")
show("relative island growth during tau", growth_change)
print("success")
```

Running it gives:

```
TESTS ON THE LATTICE DISC
sites on disc: 49
edge arrivals / deposited arrivals: 1
predicted factor: 4
factor, edge/inner hop ratio 1e-4: 3.99936
factor, edge/inner hop ratio 1e-3: 3.99361
factor, no edge barrier: 2.243
factor, all climbers at one edge site, 1e-4: 3.99869
lattice rate / (A^2 tau), 1e-4: 0.99910
rate gain for re-entry probability 0.3: 1.4290
1/(1-f) for the same probability: 1.4286
EXAMPLE INPUTS (rough, Pt(111)-like)
temperature: 300 K
attempt frequency: 5e+12 1/s
diffusion barrier: 0.26 eV
extra edge barrier: 0.2 eV
dimer or step binding: 0.5 eV
lattice spacing: 0.277 nm
deposition flux: 0.01 ML/s
island radius: 5 nm
capture-zone radius: 15 nm
uphill current j: 0.2 atoms/(nm s)
EXAMPLE RESULTS
kT: 0.02585 eV
site area: 0.06645 nm^2
flux F: 0.1505 atoms/(nm^2 s)
diffusion constant D: 4.112e+06 nm^2/s
edge velocity v: 6482 nm/s
residence time tau: 0.0003857 s
barrier parameter vR/D: 0.007882
deposited arrivals: 11.82 1/s
climbing arrivals: 6.283 1/s
mean occupation A*tau with j: 0.006982
2j/(FR): 0.5316
enhancement factor: 2.346
dimer rate without j: 0.05388 1/s
dimer rate with j: 0.1264 1/s
j for factor 4: 0.3762 atoms/(nm s)
factor at twice the radius, same j: 1.602
NEGLECTED EFFECTS
factor change, finite occupancy: -0.478 %
factor change, finite barrier (small disc): -0.1524 %
supply from lower terrace: 3.01 atoms/(nm s)
fraction that must climb: 0.06645
rate change if descended atoms re-enter: 7.118 %
dimer break-up rate: 0.8541 1/s
factor change, break-up (upper estimate): 2.395 %
thermal climbing, upper estimate: 0.001346 atoms/(nm s)
relative island growth during tau: 1.735e-05
success
```
